\section*{Velocity along a magnetic field in a tilted ellipsoidal valley}

\section*{Force and acceleration}

\textbf{Q.} A magnetic force is perpendicular to the field. It therefore cannot change the velocity along the field, and an electron in a crystal must follow a helix with a constant pitch. Band structure can change the mass, but surely not this.

\textbf{A.} Your first sentence is right, but the second does not follow from it. Take an electron of charge $-e$ in a uniform, static field $\mathbf B=B\mathbf b$, with $|\mathbf b|=1$ and no electric field. Let $\mathbf p=\hbar\mathbf k$ be its crystal momentum measured from the valley minimum. Leaving out collisions, Berry curvature and the electron's magnetic moment (orbital and spin), the semiclassical equations are
\begin{equation}
\frac{d\mathbf p}{dt}=-eB\,\mathbf v\times\mathbf b,\qquad
\mathbf v=\frac{\partial E}{\partial\mathbf p}.
\label{eom}
\end{equation}
Since $\mathbf b\cdot(\mathbf v\times\mathbf b)=0$, the conserved quantity is $p_b=\mathbf b\cdot\mathbf p$. Whether $v_b=\mathbf b\cdot\mathbf v$ is also conserved depends on the band. For an ellipsoidal valley,
\begin{equation}
E=\tfrac12\,\mathbf p\cdot M^{-1}\mathbf p,\qquad \mathbf v=M^{-1}\mathbf p,
\end{equation}
where $M$ is a constant, symmetric, positive mass tensor. Hence
\begin{equation}
\frac{dv_b}{dt}=\mathbf b\cdot M^{-1}\frac{d\mathbf p}{dt}
=-eB\,(M^{-1}\mathbf b)\cdot(\mathbf v\times\mathbf b).
\label{acc}
\end{equation}
If $M^{-1}\mathbf b$ is parallel to $\mathbf b$, this vanishes. That happens when the mass is isotropic or the field lies along a principal axis. In a tilted valley $M^{-1}\mathbf b$ has a part perpendicular to $\mathbf b$, and a perpendicular force can produce a parallel acceleration.

\textbf{Q.} Then what pushes the electron along the field?

\textbf{A.} The crystal does. Without spin-orbit coupling, the mean mechanical momentum of a Bloch electron is $m_0\mathbf v$, with $m_0$ the free-electron mass. Its rate of change is the total force, including that of the lattice potential. The magnetic force has no component along $\mathbf b$, so the lattice supplies $m_0\,dv_b/dt$. Crystal momentum does not count this force separately, because the lattice is already contained in $E(\mathbf p)$.

\section*{The motion in time}

\textbf{Q.} An acceleration at one instant is not yet an oscillation. What does $v_b$ do over time?

\textbf{A.} First separate a steady part. A velocity $u\mathbf b$ feels no magnetic force. Write
\begin{equation}
\mathbf v=u\mathbf b+\mathbf w,\qquad u=\frac{p_b}{m_b},\qquad m_b=\mathbf b\cdot M\mathbf b .
\end{equation}
This choice of $u$ gives $\mathbf b\cdot M\mathbf w=\mathbf b\cdot M\mathbf v-um_b=p_b-p_b=0$. Since $u$ is constant, the remainder obeys
\begin{equation}
\frac{d\mathbf w}{dt}=-eB\,M^{-1}(\mathbf w\times\mathbf b).
\label{first}
\end{equation}
To differentiate again we need an identity. For any vectors $\mathbf a,\mathbf c,\mathbf d$, a determinant of transformed vectors gives
\begin{equation}
(M\mathbf d)\cdot[(M\mathbf a)\times(M\mathbf c)]
=\det M\;\mathbf d\cdot(\mathbf a\times\mathbf c).
\end{equation}
Because $M$ is symmetric, the left side is $\mathbf d\cdot M[(M\mathbf a)\times(M\mathbf c)]$. As $\mathbf d$ is arbitrary,
\begin{equation}
M^{-1}(\mathbf a\times\mathbf c)=\frac{(M\mathbf a)\times(M\mathbf c)}{\det M}.
\end{equation}
Differentiate (\ref{first}), insert (\ref{first}) for $d\mathbf w/dt$, and use the identity on the inner product:
\begin{align}
\frac{d^2\mathbf w}{dt^2}
&=-eB\,M^{-1}\!\left(\frac{d\mathbf w}{dt}\times\mathbf b\right)\nonumber\\
&=\frac{(eB)^2}{\det M}\,M^{-1}\left\{[(M\mathbf w)\times(M\mathbf b)]\times\mathbf b\right\}\nonumber\\
&=\frac{(eB)^2}{\det M}\,M^{-1}\left\{M\mathbf b\,(\mathbf b\cdot M\mathbf w)-M\mathbf w\,(\mathbf b\cdot M\mathbf b)\right\}\nonumber\\
&=-\frac{(eB)^2m_b}{\det M}\,\mathbf w .
\end{align}
The last step uses $\mathbf b\cdot M\mathbf w=0$. Every component of $\mathbf w$, including the one along the field, therefore oscillates at
\begin{equation}
\omega_c=eB\sqrt{\frac{m_b}{\det M}},\qquad
v_b(t)=\frac{p_b}{m_b}+A\cos(\omega_ct+\varphi).
\label{result}
\end{equation}
For an isotropic mass $m$, $m_b=m$ and $\det M=m^3$, which gives the familiar $\omega_c=eB/m$.

\textbf{Q.} What has become of my helix?

\textbf{A.} Once the steady drift is subtracted, the orbit is an ellipse. The condition $\mathbf b\cdot M\mathbf w=0$ says that its plane has normal $M\mathbf b$, whereas your helix has a circle with normal $\mathbf b$. In a tilted valley these directions differ, so going round the orbit carries the electron up and down the field. Integrating the oscillating part of $v_b$ gives an excursion of amplitude $A/\omega_c$ about the drift.

\section*{The size of the oscillation}

\textbf{Q.} Could $A$ be negligible, or even zero?

\textbf{A.} The energy settles that. The cross term in $E=\frac12\mathbf v\cdot M\mathbf v$ vanishes because $\mathbf b\cdot M\mathbf w=0$, leaving
\begin{equation}
E=\frac{p_b^2}{2m_b}+E_\perp,\qquad E_\perp=\tfrac12\mathbf w\cdot M\mathbf w .
\end{equation}
Both terms are constant, so $\mathbf w$ stays on an ellipse. It runs round the whole ellipse: by (\ref{first}), $\mathbf w\cdot M\,d\mathbf w/dt=0$, and $d\mathbf w/dt$ is nonzero when $\mathbf w\ne0$, so position and rate on the ellipse are independent vectors. Thus $A$ is the largest value of $\mathbf b\cdot\mathbf w$ on it. Define
\begin{equation}
\mathbf g=M^{-1}\mathbf b-\frac{\mathbf b}{m_b},\qquad
\mathbf b\cdot M\mathbf g=1-1=0 .
\end{equation}
For any $\mathbf w$ in the orbit plane,
\begin{equation}
\mathbf g\cdot M\mathbf w=\mathbf b\cdot\mathbf w-\frac{\mathbf b\cdot M\mathbf w}{m_b}=\mathbf b\cdot\mathbf w .
\end{equation}
The Cauchy--Schwarz inequality, with $M$ as the metric, gives $(\mathbf b\cdot\mathbf w)^2\le(\mathbf g\cdot M\mathbf g)(2E_\perp)$. Equality holds when $\mathbf w$ is parallel to $\mathbf g$, which the orbit reaches. Setting $\mathbf w=\mathbf g$ in the previous equation gives $\mathbf g\cdot M\mathbf g=\mathbf b\cdot\mathbf g$, so
\begin{equation}
A^2=2E_\perp F,\qquad F=\mathbf b\cdot M^{-1}\mathbf b-\frac1{m_b}.
\label{amp}
\end{equation}
There are two ways to have $A=0$. One is $\mathbf g=0$, which means that $\mathbf b$ is a principal axis. The other is $E_\perp=0$, when the electron moves straight along the field and has no orbit. In this model the velocity along the field is constant in these cases and in no others.

\textbf{Q.} Which tilt gives the largest effect?

\textbf{A.} Let the field lie in the plane of two principal axes with masses $m_1$ and $m_2$, at angle $\theta$ from the first. With $c=\cos\theta$ and $s=\sin\theta$, $m_b=c^2m_1+s^2m_2$, and
\begin{align}
F&=\frac{(c^2m_2+s^2m_1)(c^2m_1+s^2m_2)-m_1m_2(c^2+s^2)^2}{m_1m_2m_b}\nonumber\\
&=\frac{c^2s^2(m_2-m_1)^2}{m_1m_2m_b}
=\frac{(m_2-m_1)^2}{m_1m_2}\,\frac1{m_1/s^2+m_2/c^2}.
\end{align}
Put $\tau=\tan^2\theta$, so that $1/s^2=1+1/\tau$ and $1/c^2=1+\tau$. The last denominator becomes
\begin{equation}
m_1+m_2+\frac{m_1}{\tau}+m_2\tau
=(\sqrt{m_1}+\sqrt{m_2})^2+\left(\sqrt{m_1/\tau}-\sqrt{m_2\tau}\right)^2 .
\end{equation}
It is smallest when the last square vanishes. At fixed $E_\perp$ the largest amplitude is therefore
\begin{equation}
A_{\max}=\sqrt{2E_\perp}\left|\frac1{\sqrt{m_1}}-\frac1{\sqrt{m_2}}\right|
\quad\text{at}\quad \tan^2\theta=\sqrt{\frac{m_1}{m_2}} .
\end{equation}
The best field direction is nearer to the light axis.

\section*{Numbers for black phosphorus}

\textbf{Q.} Is this more than a small correction in a real semiconductor?

\textbf{A.} Consider a conduction electron in bulk black phosphorus, whose crystal structure allows three unequal masses. Rough typical values are $0.08$, $1.0$ and $0.13\,m_0$ along the armchair, zigzag and layer-normal axes. Take 5~T at $45^\circ$ between armchair and zigzag, and start the electron with 10~meV and $\mathbf p$ along armchair. Then
\begin{align}
m_b&=\tfrac12(0.08+1.0)\,m_0=0.54\,m_0,\nonumber\\
\frac{eB}{\omega_c}&=\sqrt{\frac{0.08\times1.0\times0.13}{0.54}}\;m_0=0.139\,m_0,\nonumber\\
F&=\left[\tfrac12\left(\tfrac1{0.08}+\tfrac1{1.0}\right)-\tfrac1{0.54}\right]\frac1{m_0}=\frac{4.90}{m_0}.
\end{align}
The frequency is $\omega_c/2\pi=1.01$~THz and the period is 0.99~ps. The conserved momentum satisfies $p_b^2=p^2/2$, so the drift energy is $10\times0.08/(2\times0.54)=0.74$~meV, leaving $E_\perp=9.26$~meV. Equation (\ref{amp}) gives $A=1.26\times10^7$~cm/s.

Initially $\mathbf v$ is along armchair and $v_b=1.48\times10^7$~cm/s. Since $p_b=0.08\,m_0v_b$ at that moment, the drift is $u=1.48\times10^7\times0.08/0.54=0.22\times10^7$~cm/s. The start is a maximum, because $0.22+1.26=1.48$. Half a period later,
\begin{equation}
v_b=(0.22-1.26)\times10^7\ \text{cm/s}=-1.04\times10^7\ \text{cm/s}.
\end{equation}
The electron moves backwards along the field although $p_b$ has not changed. The excursion amplitude $A/\omega_c$ is 19.9~nm, comparable with the drift of 21.8~nm per period. The normal to the orbit plane is $40^\circ$ from the field.

If $E_\perp$ is held at 10~meV while the field is turned in this plane, the amplitude is zero at $0^\circ$ from armchair, $1.01\times10^7$~cm/s at $10^\circ$, and largest at $28^\circ$, where it is $1.50\times10^7$~cm/s. It falls to $0.66\times10^7$~cm/s at $70^\circ$ and to zero at $90^\circ$. At ten degrees from the light axis the amplitude is thus already two thirds of its largest value, although the orbit is slower there than at $45^\circ$.

\section*{Limits of the model}

\textbf{Q.} The cyclotron quantum must be several meV. Can you still use a classical orbit?

\textbf{A.} It is $\hbar\omega_c=4.2$~meV, so $E_\perp$ is only 2.2 quanta. The mean velocity nevertheless obeys the same law within the effective-mass model. There $H=\frac12\boldsymbol\pi\cdot M^{-1}\boldsymbol\pi$, with $\boldsymbol\pi=-i\hbar\nabla+e\mathbf A_{\rm vec}$ and $[\pi_j,\pi_i]=-i\hbar e\sum_l\epsilon_{jil}B_l$. These commutators are numbers, so with $\mathbf v=M^{-1}\boldsymbol\pi$,
\begin{equation}
\frac{d\pi_i}{dt}=\frac{i}{\hbar}[H,\pi_i]
=\frac{i}{\hbar}\sum_jv_j[\pi_j,\pi_i]
=e\sum_{jl}\epsilon_{jil}v_jB_l=-e(\mathbf v\times\mathbf B)_i .
\end{equation}
This is linear, and its expectation value is (\ref{eom}). The classical picture omits the discrete levels and the spread about the mean. In a state of sharp energy and sharp $p_b$, the mean of $v_b$ stays at $p_b/m_b$; an oscillating mean needs a superposition of neighbouring levels. At fixed $p_b$ the orbital motion is a harmonic oscillator with ground-state energy $\hbar\omega_c/2$. The ground-state variance of $v_b$ is $A^2/2$ evaluated at that energy, or $\hbar\omega_cF/2$. Its square root is $0.42\times10^7$~cm/s, a third of the amplitude in the example.

\textbf{Q.} And in a real crystal, would the oscillation survive?

\textbf{A.} Collisions are a serious omission. A rough low-temperature armchair mobility of $10^4$~cm$^2$/Vs gives a scattering time $\tau_s=0.08\,m_0\mu/e=0.455$~ps, if one time serves all directions and each collision randomizes the velocity. Then $\omega_c\tau_s=2.9$, and a fraction $e^{-0.99/0.455}=0.11$ of the electrons completes a period unscattered. These values are for the $45^\circ$ field. Nearer the light axis the orbit is slower, and with the same $\tau_s$ the fraction drops to 0.05 at $28^\circ$ and to 0.008 at $10^\circ$. The band is also not parabolic. For a rough gap $E_g=0.3$~eV, a two-band estimate is $E(1+E/E_g)=\frac12\mathbf p\cdot M^{-1}\mathbf p$. Differentiation gives $(1+2E/E_g)\mathbf v=M^{-1}\mathbf p$. This form treats all directions alike, which is a simplification for the heavy zigzag mass. Since $E$ is constant, all masses in it grow by the factor $1+2\times10/300$, which lowers the frequency by about 6\%. At the same $E$ and direction of $\mathbf p$, $p$ grows by the factor $\sqrt{1+E/E_g}$, and the amplitude falls by 5\%. The frequency shift depends on the form chosen. If the two bands are coupled only through the armchair momentum $p_x$, then $E(1+E/E_g)=p_x^2/2m_x+a(1+a/E_g)$, where $a$ is the parabolic kinetic energy along the other two axes and is taken equal for electrons and holes. The frequency then falls by about 4\% and the amplitude again by 5\%. In that form $a$ changes round the orbit, so even a field along zigzag lets $v_b$ oscillate by a few per cent of its mean when $p_b\ne0$. Finally, many electrons moving together create electric fields. At $10^{14}$~cm$^{-3}$, a deliberately low density, with rough relative permittivity 10 and the armchair mass, the squared ratio of plasma to cyclotron frequency is 0.01. It grows in proportion to density and is near one at $10^{16}$~cm$^{-3}$, where the single-electron frequency can no longer be trusted for the collective response.

\textbf{Q.} So I should keep the conservation law but attach it to $p_b$.

\textbf{A.} Yes. For a general band $v_b=\partial E/\partial p_b$, and it is constant when that derivative has the same value all round the orbit. A constant $p_b$ does not guarantee this.

Numerical values quoted here were computed with a short program.
